# Overlaps of Slater Determinants and CIS States at Two Geometries

## The result

Let \(\Phi\) and \(\Phi'\) be \(N\)-electron Slater determinants built at two nuclear geometries \(R\) and \(R'\). Their overlap is the determinant of the overlaps of their occupied spin orbitals,

\[
\langle\Phi|\Phi'\rangle=\det s,\qquad s_{pq}=\langle\varphi_p|\varphi'_q\rangle .
\]

For a closed-shell reference with real orbitals this is \(D_0^2\), where \(D_0=\det A\) and \(A=s_{oo}\) is the matrix of occupied spatial-orbital overlaps. Each spin contributes one factor \(D_0\).

For singlet configuration-interaction-singles (CIS) states with amplitude matrices \(c\) at \(R\) and \(c'\) at \(R'\), and for \(D_0\neq0\),

\[
\boxed{\;S_{IJ}=\langle\Psi_I|\Psi'_J\rangle=D_0^2\left[\,2x_Iy_J+T_{IJ}\right]\;}
\]

\[
x_I=\mathrm{tr}(A^{-1}c\,s_{vo}),\quad y_J=\mathrm{tr}(A^{-1}s_{ov}c'^T),\quad
T_{IJ}=\mathrm{tr}(A^{-1}c\,W c'^T),
\]

\[
W=s_{vv}-s_{vo}A^{-1}s_{ov}.
\]

The subscripts \(o\) and \(v\) mean occupied and virtual. The first index of each block belongs to \(R\), the second to \(R'\). The signs of these overlaps depend on arbitrary signs of the states. They can be made consistent from step to step along a path, but not always around a closed loop.

## Orbital overlaps

The electron coordinates are the same at both geometries; the nuclei, and the basis functions attached to them, have moved. With \(\varphi_p=\sum_\mu C_{\mu p}\chi_\mu\) at \(R\) and \(\varphi'_q=\sum_\nu C'_{\nu q}\chi'_\nu\) at \(R'\),

\[
s=C^T S^{\rm AO}C',\qquad S^{\rm AO}_{\mu\nu}=\langle\chi_\mu|\chi'_\nu\rangle .
\]

The orbitals are orthonormal within each geometry, but \(s\) is in general not orthogonal, because the two finite basis sets span different spaces.

## The determinant theorem

Write each determinant as

\[
\Phi=\frac1{\sqrt{N!}}\sum_P \mathrm{sgn}(P)\prod_{k=1}^N\varphi_{P(k)}(k),
\]

where \(k\) labels an electron. Integrating over each electron separately gives

\[
\langle\Phi|\Phi'\rangle=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_k s_{P(k),Q(k)} .
\]

The order of the factors is irrelevant, so label them by \(p=P(k)\) instead of \(k\). Then \(Q(k)=QP^{-1}(p)\). Set \(L=QP^{-1}\), for which \(\mathrm{sgn}(L)=\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\). At fixed \(P\), the sum over \(Q\) is a sum over all \(L\), and its value does not depend on \(P\). The sum over \(P\) gives \(N!\), which cancels the prefactor:

\[
\langle\Phi|\Phi'\rangle=\sum_L\mathrm{sgn}(L)\prod_p s_{p,L(p)}=\det s .
\]

List all spin-up orbitals first and all spin-down orbitals second, at both geometries. Overlaps between opposite spins vanish, so \(s\) is block diagonal and \(\det s=\det s_\alpha\det s_\beta\). In a closed shell both blocks equal \(A\), hence \(\langle\Phi_0|\Phi_0'\rangle=D_0^2\).

## CIS states and their minors

Let \(\Phi_i^a[\alpha]\) be the reference with the spin-up orbital \(i\) replaced, in the same position, by the virtual orbital \(a\). Define \(\Phi_i^a[\beta]\) likewise. With this ordering convention the singlet combination has a plus sign:

\[
\Psi_I=\sum_{ia}c_{ia}\frac{\Phi_i^a[\alpha]+\Phi_i^a[\beta]}{\sqrt2},\qquad \sum_{ia}c_{ia}^2=1 .
\]

The matrix \(c\) has one row per occupied and one column per virtual orbital, and it carries a suppressed label \(I\).

Replacing \(i\) by \(a\) on the left changes a row of the overlap matrix; replacing \(j\) by \(b\) on the right changes a column. Let \(D(ia,0)\), \(D(0,jb)\) and \(D(ia,jb)\) be the determinants of one spin block with the row, the column, or both replaced. If both excitations have the same spin, one block has both replacements and the other has none. If the spins differ, each block has one replacement. Therefore

\[
\begin{aligned}
\langle\Phi_i^a[\alpha]|\Phi_j'^b[\alpha]\rangle&=D(ia,jb)\,D_0,\\
\langle\Phi_i^a[\alpha]|\Phi_j'^b[\beta]\rangle&=D(ia,0)\,D(0,jb).
\end{aligned}
\]

Exchanging the spin labels gives two more terms with the same values. The factor 2 cancels the normalization \((1/\sqrt2)^2\), so

\[
S_{IJ}=\sum_{iajb}c_{ia}c'_{jb}\left[D(ia,jb)D_0+D(ia,0)D(0,jb)\right].
\]

This expression holds even when \(D_0=0\), where its first term vanishes. For \(D_0\neq0\), evaluating it term by term takes one determinant for every pair of excitations.

## Summing all excitations at once

Mix virtual orbitals into the occupied ones with small parameters \(t\) and \(u\):

\[
\varphi_i\to\varphi_i+t\sum_a c_{ia}\varphi_a,\qquad
\varphi'_j\to\varphi'_j+u\sum_b c'_{jb}\varphi'_b .
\]

The overlap matrix of one spin block becomes

\[
M=A+tB+uC_1+tuE,
\]

\[
B=c\,s_{vo},\qquad C_1=s_{ov}c'^T,\qquad E=c\,s_{vv}c'^T .
\]

Let \(G=\det M\). A determinant is linear in each row, so its first \(t\)-derivative at zero is a sum of terms with one row replaced. The same holds for \(u\) and the columns. At \(t=u=0\),

\[
\partial_tG=\sum_{ia}c_{ia}D(ia,0),\quad
\partial_uG=\sum_{jb}c'_{jb}D(0,jb),
\]

\[
\partial_t\partial_uG=\sum_{iajb}c_{ia}c'_{jb}D(ia,jb).
\]

These are the sums needed. To evaluate them, note that \(\partial\det M/\partial M_{ij}\) is the cofactor of \(M_{ij}\), which equals \(\det M\,(M^{-1})_{ji}\). By the chain rule, \(\partial_tG=G\,\mathrm{tr}(M^{-1}\partial_tM)\), and similarly for \(u\). At zero,

\[
\partial_tG=D_0\,\mathrm{tr}(A^{-1}B)=D_0x_I,\qquad
\partial_uG=D_0\,\mathrm{tr}(A^{-1}C_1)=D_0y_J .
\]

Differentiate \(\partial_tG\) once more, using \(\partial_uM^{-1}=-M^{-1}(\partial_uM)M^{-1}\):

\[
\partial_u\partial_tG=D_0\left[x_Iy_J+\mathrm{tr}(A^{-1}E)-\mathrm{tr}(A^{-1}C_1A^{-1}B)\right].
\]

The trace is cyclic, so the last term is \(\mathrm{tr}(A^{-1}BA^{-1}C_1)=\mathrm{tr}(A^{-1}c\,s_{vo}A^{-1}s_{ov}c'^T)\). Together the two traces form \(T_{IJ}\) with the matrix \(W\) defined above. Inserting the derivatives into the sum over minors,

\[
S_{IJ}=D_0\cdot D_0[x_Iy_J+T_{IJ}]+(D_0x_I)(D_0y_J)=D_0^2[2x_Iy_J+T_{IJ}] .
\]

For an overlap with the reference, each of the two spin terms contributes one replaced block and one unchanged block. The factor is \(2/\sqrt2=\sqrt2\):

\[
\langle\Phi_0|\Psi'_J\rangle=\sqrt2D_0^2y_J,\qquad
\langle\Psi_I|\Phi'_0\rangle=\sqrt2D_0^2x_I .
\]

These need not vanish, although the reference and the CIS states are orthogonal at any one geometry.

## Two limits

If the geometries and orbitals coincide, then \(A=1\), \(s_{ov}=s_{vo}=0\) and \(W=1\). The formula reduces to \(S_{IJ}=\mathrm{tr}(cc'^T)\), the dot product of the amplitudes. At different geometries that dot product ignores how the orbitals have changed.

For one occupied orbital \(i\) and single excitations to \(a\) and \(b\), \(A\) is a number and

\[
A^2\left[\frac{2s_{ai}s_{ib}}{A^2}+\frac1A\left(s_{ab}-\frac{s_{ai}s_{ib}}A\right)\right]=A\,s_{ab}+s_{ai}s_{ib}.
\]

The right side is finite as \(A\to0\). The inverse in the compact formula is thus a matter of evaluation: the sum over minors is a polynomial in the elements of \(s\). If \(A\) is singular, the compact formula cannot be evaluated, but that sum still gives the overlap.

## Orbital signs and state signs

Suppose the occupied orbitals at \(R'\) are rotated by an orthogonal matrix \(U\), the same for both spins, and the virtual ones by \(V\). The same physical state then has amplitudes \(U^Tc'V\). The blocks change as

\[
A\to AU,\quad s_{vo}\to s_{vo}U,\quad s_{ov}\to s_{ov}V,\quad s_{vv}\to s_{vv}V,
\]

and hence \(W\to WV\). In \(T_{IJ}\),

\[
\mathrm{tr}(U^{-1}A^{-1}c\,WV\,V^Tc'^TU)=\mathrm{tr}(A^{-1}c\,Wc'^T).
\]

The factors cancel in \(x_I\) and \(y_J\) in the same way. Finally \(D_0\to D_0\det U\), and \((\det U)^2=1\). The overlap is unchanged, so orbital signs do no harm provided that the amplitudes are expressed in the orbitals actually used.

What remains is the sign of each state, since an eigenvector of the CIS matrix may be multiplied by \(-1\). Such a change reverses a row or a column of \(S\). It also reverses nonadiabatic couplings \(\langle\Psi_I|\partial_R\Psi_J\rangle\) to other states, so an uncontrolled change between time steps would appear as a spurious jump in the coupling.

Requiring the largest amplitude to be positive does not cure this. Reverse one occupied orbital: the corresponding row of \(c'\) changes sign. If the largest amplitude lies in that row, the rule multiplies the whole state by \(-1\), although nothing physical has changed.

## Alignment by overlap

Match the states first, then choose the signs. For the tracked states \(I\) at \(R\), find distinct partners \(\pi(I)\) at \(R'\) that maximize \(\sum_I S_{I,\pi(I)}^2\). Then set

\[
\sigma_I=\mathrm{sgn}\,S_{I,\pi(I)},\qquad
\Psi'^{\rm aligned}_I=\sigma_I\Psi'_{\pi(I)} .
\]

Each matched overlap that is not zero is now positive. The aligned states serve as the left-hand states of the next step.

A simple condition guarantees the matching. The CIS states at each geometry are orthonormal, so Bessel's inequality bounds the sum of squares in any row or column of \(S\) by 1. An element with \(S_{IJ}^2>1/2\) is therefore the largest in magnitude in both its row and its column. If every tracked state has such an element, these elements lie in different columns, and they give the unique best assignment. If a matched overlap is small, its sign carries little information. The step may be too long, the states may be mixing strongly, or the true partner may be missing from the states computed at \(R'\). Within a degenerate set, any orthogonal mixture is allowed, and fixing signs alone is insufficient.

## Worked example: formaldehyde

The orbitals come from restricted Hartree–Fock (RHF) theory in the 6-31G basis. The singlet CIS matrix is diagonalized in full. There are 8 occupied and 14 virtual orbitals, hence \(8\times14=112\) CIS states. The coordinates, in ångström, are:

| Atom | Geometry A | Geometry B |
|---|---|---|
| C | (0, 0, 0) | (0, 0, 0) |
| O | (0, 0, 1.20) | (0, 0, 1.23) |
| H | (0, 0.94, −0.58) | (0.08, 0.94, −0.58) |
| H | (0, −0.94, −0.58) | (−0.02, −0.96, −0.60) |

The occupied block gives \(D_0=0.9618\), so the reference overlap is \(D_0^2=0.9251\). For the lowest excited state at each geometry, \(x=-0.04365\), \(y=0.04321\) and \(T=1.00257\). Thus

\[
S_{11}=0.9251\,[2(-0.04365)(0.04321)+1.00257]
=0.9251\times0.9988=0.9240 .
\]

\(T\) may exceed 1 because it is not itself an overlap of normalized states. The overlaps with the reference are

\[
\langle\Phi_0|\Psi'_1\rangle=\sqrt2(0.9251)(0.04321)=0.0565,
\]

and, with \(x\) in place of \(y\), \(\langle\Psi_1|\Phi'_0\rangle=-0.0571\).

The signs of \(x\), \(y\) and of all these overlaps refer to one set of orbital signs, those returned by the solver, with the largest amplitude of every state made positive; other orbital signs can reverse them. With this choice, the overlaps of the three lowest excited states are

\[
S=\begin{pmatrix}
0.9240&0.0010&-0.0272\\
0.0009&0.9244&0.0432\\
0.0277&-0.0432&0.9228
\end{pmatrix}.
\]

All three squared diagonal elements exceed \(1/2\), so the states keep their order. All diagonal signs are already positive, and alignment leaves this matrix unchanged. The excitation energies change from 4.34, 9.54 and 10.39 eV to 4.18, 9.10 and 9.89 eV.

That agreement of signs was fortunate. Now reverse the occupied orbital at B that carries the largest amplitude of the first excited state, transform the amplitudes, and apply the largest-amplitude rule again. The overlap becomes \(-0.9240\). The dot product of the amplitudes remains positive, changing from 0.9997 to 0.9549, and gives no warning. Alignment by the true overlap restores the sign.

The off-diagonal elements also have a structure. Differentiating \(\langle\Psi_I|\Psi_J\rangle=\delta_{IJ}\) gives \(\langle\partial\Psi_I|\Psi_J\rangle+\langle\Psi_I|\partial\Psi_J\rangle=0\). To first order in the displacement, \(S_{IJ}\) and \(S_{JI}\) are therefore opposite for \(I\neq J\). The pairs 1–3 and 2–3 follow this closely. The pair 1–2 has two small elements of equal sign, so at this step length the terms beyond first order cannot be neglected for that pair.

The sum of squared overlaps of the first excited state at A with the reference and all 112 CIS states at B is 0.858. The missing 0.142 lies outside the space of the reference and single excitations at B. The second and third states give 0.860 and 0.858, so the loss is nearly the same for all three. The matrix \(s\) shows the main source. The lowest occupied orbital at A, the oxygen 1s core, has a squared projection \(\sum_q s_{1q}^2\) of only 0.950 on the whole basis at B, while every other occupied orbital keeps more than 0.996. The tight core functions have moved with the nucleus. Projecting the first excited state on all determinants that the basis at B can form gives 0.878, so about 0.12 of the missing 0.142 lies outside that basis altogether.

## Crossings and closed loops

A second example shows what alignment can and cannot do. Describe H\(_3^+\) by RHF and CIS in the STO-3G basis. There are one occupied and two virtual orbitals, hence two singlet CIS states. Place the nuclei in the complex plane at

\[
z_k=\frac{\ell}{\sqrt3}\,\omega^k+q\,\omega^{-k},\qquad
\omega=e^{2\pi i/3},\quad k=0,1,2,
\]

with \(\ell=0.90\) Å. At \(q=0\) the triangle is equilateral, and the two states are degenerate at 23.5 eV within rounding error.

Near this point, write \(q=\rho e^{i\phi}\). A linear two-state model, with fixed basis states and coupling constant \(g\), is

\[
H=E_0+g\rho\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix}.
\]

Its energies \(E_0\pm g\rho\) form a double cone. The vector \((\cos\frac\phi2,\sin\frac\phi2)\) belongs to \(E_0+g\rho\), because the matrix turns it into \((\cos(\phi-\frac\phi2),\sin(\phi-\frac\phi2))\), which is the same vector. The orthogonal vector \((-\sin\frac\phi2,\cos\frac\phi2)\) belongs to \(E_0-g\rho\).

Going straight through the degeneracy changes \(\phi\) from \(\pi\) to 0. The vectors turn by a right angle, so the energy order of the two characters is exchanged. The computed step from \(q=-0.02\) to \(q=0.02\) Å gives

\[
|S|=\begin{pmatrix}0&0.998\\0.996&0\end{pmatrix}.
\]

The zeros follow from symmetry: for real \(q\) the molecule keeps a mirror plane, and the two states have opposite parity under it. Matching by overlap follows the character of a state, whereas matching by energy would pair orthogonal states.

Now go around the degeneracy. When \(\phi\) increases by \(2\pi\), the angle \(\phi/2\) increases by \(\pi\), and both vectors return with the opposite sign. To find this sign in the CIS calculation, take points \(0,1,\ldots,n-1\) on the loop and form

\[
\Gamma_I=\prod_{k=0}^{n-1}\mathrm{sgn}\,\langle\Psi_I^{(k)}|\Psi_I^{(k+1)}\rangle,\qquad \Psi_I^{(n)}=\Psi_I^{(0)} .
\]

Every state appears once on the left and once on the right, so its arbitrary sign cancels. If \(\Gamma_I=-1\), no choice of signs can make all the overlaps positive.

With 16 points on the circle \(|q|=0.02\) Å, both states give \(\Gamma=-1\). The smallest overlap between neighbours is 0.979, so no individual sign is in doubt. The model predicts \(\cos(\pi/16)=0.981\) for each step. A circle of the same radius centred at \(q=0.04\) Å does not contain the equilateral point, and both states give \(\Gamma=+1\).

Shorter steps do not remove the minus sign of the first loop, because it belongs to the loop and not to the step length. Alignment therefore defines signs along a path. Two paths to the same geometry can deliver opposite signs if they pass on different sides of a conical intersection.

Both calculations use small basis sets, and CIS leaves out double and higher excitations. The energies are accordingly those of the stated models; the CIS overlap formula is not tied to these basis sets. It holds for real closed-shell orbitals that are the same for both spins and for real singlet CIS amplitudes, provided that \(D_0\neq0\).
